# Axial displacement between diffuse wall events in a circular tube

A feature-scale calculation of a precursor in a deep, narrow hole can treat the path between two diffuse wall encounters as one random jump, or replace many encounters by a diffusion equation. If some encounters are specular, one must decide which correction goes where. For a diffuse probability $f$, the variance of a jump between diffuse events takes the factor $(2-f)/f^2$, whereas the diffusion coefficient takes $(2-f)/f$. At $f=0.8$ these are 1.875 and 1.5, so exchanging them changes the modelled spreading rate by a quarter or a fifth, according to the direction of the exchange.

## Assumptions and theorem

The tube is straight, smooth, infinitely long and circular, with diameter $d=2R$. Molecules do not collide with one another. At each wall encounter the following happens, independently of the past:

- With probability $f$, where $0<f\le1$, the molecule is re-emitted diffusely. Its direction follows the cosine law: the probability per unit solid angle is $\cos\theta/\pi$, with $\theta$ measured from the inward normal.
- With probability $1-f$ it reflects specularly: the normal velocity component changes sign and the other two are kept.

The probability $f$ does not depend on angle, speed or position. Let $X$ be the axial displacement from one diffuse event to the next, with every such flight counted equally.

**Theorem.** Under these assumptions,

$$\langle X^2\rangle_f=\frac{2-f}{f^2}\,\langle X^2\rangle_1,\qquad \langle X^2\rangle_1=\frac{2d^2}{3}.$$

The proof separates the geometry of one straight segment from the number of segments in a flight.

## Lemma 1: all segments of a flight are equal

Let $\alpha\in(0,\pi)$ be the angle between the velocity and the tube axis, and $\phi\in(-\pi/2,\pi/2)$ the angle between the cross-sectional velocity and the inward normal at emission. Every segment up to the next diffuse event has axial displacement $s$ and length $\ell$ given by

$$s=d\cos\phi\cot\alpha,\qquad \ell=\frac{d\cos\phi}{\sin\alpha}.$$

*Proof.* Let $\mathbf r$ be the emission point in the cross section, $|\mathbf r|=R$, and $\mathbf w$ the cross-sectional velocity. The inward normal is $-\mathbf r/R$, so $\mathbf r\cdot\mathbf w=-Rw\cos\phi$. The next encounter, after time $t$, satisfies

$$|\mathbf r+t\mathbf w|^2=R^2\quad\Rightarrow\quad 2t\,\mathbf r\cdot\mathbf w+t^2w^2=0\quad\Rightarrow\quad t=\frac{2R\cos\phi}{w},$$

where the root $t=0$ is the starting point. The cross-sectional chord is therefore $wt=d\cos\phi$. At arrival the outward normal component of the velocity is

$$\frac{(\mathbf r+t\mathbf w)\cdot\mathbf w}{R}=\frac{-Rw\cos\phi+2Rw\cos\phi}{R}=w\cos\phi .$$

Specular reflection turns this into an inward component of the same size and leaves $w$ unchanged. The next chord thus has the same $\cos\phi$ and the same length. The axial velocity is tangential to the wall, so it is also unchanged, and so is $\alpha$. With speed $v$, the axial and cross-sectional speeds are $v\cos\alpha$ and $v\sin\alpha$. Multiplying the chord by $\cot\alpha$ gives $s$, and dividing it by $\sin\alpha$ gives $\ell$. $\square$

The sign of $s$ is preserved as well: specular encounters do not reverse the axial motion.

## Lemma 2: moments of the number of segments

Let $N$ be the number of segments in a flight. Then

$$\langle N\rangle=\frac1f,\qquad \langle N^2\rangle=\frac{2-f}{f^2},\qquad \langle N^3\rangle=\frac{6-6f+f^2}{f^3}.$$

*Proof.* A flight has $n$ segments if its first $n-1$ encounters are specular and the next is diffuse, so $P(N=n)=fq^{n-1}$ with $q=1-f$. Differentiating $\sum_{n\ge0}q^n=1/(1-q)$ once, twice and three times gives

$$\sum nq^{n-1}=\frac1{f^2},\quad \sum n(n-1)q^{n-2}=\frac2{f^3},\quad \sum n(n-1)(n-2)q^{n-3}=\frac6{f^4}.$$

Multiplication by $f$, $fq$ and $fq^2$ respectively yields

$$\langle N\rangle=\frac1f,\quad \langle N(N-1)\rangle=\frac{2(1-f)}{f^2},\quad \langle N(N-1)(N-2)\rangle=\frac{6(1-f)^2}{f^3}.$$

Since $N^2=N(N-1)+N$,

$$\langle N^2\rangle=\frac{2-2f+f}{f^2}=\frac{2-f}{f^2}.$$

Since $N^3=N(N-1)(N-2)+3N(N-1)+N$, the numerator of the third moment over $f^3$ is $6(1-f)^2+6f(1-f)+f^2=6-6f+f^2$. $\square$

## Lemma 3: averages over one segment

For cosine-law emission, $\langle s^2\rangle=2d^2/3$ and $\langle\ell\rangle=d$.

*Proof.* The component of the unit direction along the normal is $\cos\theta=\sin\alpha\cos\phi$, and the solid angle is $\sin\alpha\,d\alpha\,d\phi$. The distribution is therefore

$$\frac1\pi\sin^2\alpha\,\cos\phi\;d\alpha\,d\phi .$$

It is normalized, because the two integrals are $\pi/2$ and 2. In $\langle s^2\rangle$ the factor $\sin^2\alpha$ cancels the denominator of $\cot^2\alpha$:

$$\langle s^2\rangle=\frac{d^2}{\pi}\int_0^\pi\cos^2\alpha\,d\alpha\int_{-\pi/2}^{\pi/2}\cos^3\phi\,d\phi=\frac{d^2}{\pi}\cdot\frac\pi2\cdot\frac43=\frac{2d^2}{3}.$$

The last integral is $\int_{-1}^1(1-u^2)\,du=4/3$ with $u=\sin\phi$. Similarly,

$$\langle\ell\rangle=\frac d\pi\int_0^\pi\sin\alpha\,d\alpha\int_{-\pi/2}^{\pi/2}\cos^2\phi\,d\phi=\frac d\pi\cdot2\cdot\frac\pi2=d.\qquad\square$$

## Proof of the theorem and its meaning

By Lemma 1, $X=Ns$. Because $f$ does not depend on direction, $N$ and $s$ are independent, so

$$\langle X^2\rangle_f=\langle N^2\rangle\langle s^2\rangle=\frac{2-f}{f^2}\cdot\frac{2d^2}{3}.$$

At $f=1$ the first factor is one, which identifies $\langle X^2\rangle_1$. $\square$

The persistence of direction is essential. If the $N$ segments had independent signs, their cross terms would average to zero and the ratio would be $\langle N\rangle=1/f$. The additional $2(1-f)/f^2$ is the contribution $\langle N(N-1)\rangle$ of pairs of different segments, which here have equal displacements.

Near the diffuse limit, put $f=1-\epsilon$. Then $(1+\epsilon)/(1-\epsilon)^2=1+3\epsilon+O(\epsilon^2)$: one per cent of specular encounters raises the mean square by about three per cent. In the opposite limit the ratio approaches $2/f^2$ and diverges as $f\to0$, since an entirely specular tube never ends a flight.

Three-dimensional ray tracing, with the velocity reflected as a vector at each encounter, tests the result without using the product $Ns$. For $f=0.8$, 0.5 and 0.2 it gives $\langle X^2\rangle/d^2=1.251$, 3.982 and 30.064; the theorem gives 1.250, 4.000 and 30.000.

## Corollary: the diffusion coefficient

Suppose in addition that the gas is in equilibrium with the wall and that molecules leave the wall without delay. In atomic units, with the temperature $T$ expressed as an energy, the mean speed is $\bar v=\sqrt{8T/(\pi m)}$ for mass $m$. Then

$$D_f=\frac{2-f}{f}\,\frac{\bar v d}{3}.$$

*Proof.* Let $C(\tau)=\langle v_z(0)v_z(\tau)\rangle$ in equilibrium. Writing the displacement as the time integral of $v_z$ gives the mean square $2\int_0^t(t-\tau)C(\tau)\,d\tau$. At long times this grows as $2Dt$, with $D=\int_0^\infty C(\tau)\,d\tau$, provided the integral converges. Until the next diffuse event $v_z$ is constant; afterwards its mean is zero whatever its earlier value. Hence

$$D=\langle v_zX_{\rm res}\rangle,$$

where $X_{\rm res}$ is the displacement from a random moment to the next diffuse event.

At that moment the position is uniform over the cross section and the direction is isotropic. Consider a line at distance $b$ from the centre, with chord $c=2\sqrt{R^2-b^2}$. The distance $x$ left to the wall is uniform between 0 and $c$, and $N-1$ complete chords follow. The mean remaining cross-sectional path is

$$\frac1{\pi R^2}\int_{-R}^{R}db\int_0^c dx\,\big[x+(\langle N\rangle-1)c\big]=\frac1{\pi R^2}\left(\frac1f-\frac12\right)\int_{-R}^{R}c^2\,db .$$

Here $\int c^2db=4\int_{-R}^{R}(R^2-b^2)\,db=16R^3/3$. With $R=d/2$ the path becomes

$$\frac{8d}{3\pi}\cdot\frac{2-f}{2f}=\frac{4d(2-f)}{3\pi f}.$$

The axial displacement is this path times $\cot\alpha$, and $v_z=v\cos\alpha$. The isotropic weight $\tfrac12\sin\alpha\,d\alpha$ supplies

$$\frac{\bar v}{2}\int_0^\pi\sin\alpha\,\cos\alpha\cot\alpha\,d\alpha=\frac{\bar v}{2}\int_0^\pi\cos^2\alpha\,d\alpha=\frac{\pi\bar v}{4}.$$

The product of the two averages is the stated, finite $D_f$. $\square$

The theorem gives the same value through the random-walk formula. Molecules leave the wall with the speed distribution weighted by one additional factor $v$, so the mean of $1/v$ at emission is $1/\bar v$. The mean flight time is $\langle T_{\rm fl}\rangle=\langle N\rangle\langle\ell\rangle/\bar v=d/(f\bar v)$, and

$$\frac{\langle X^2\rangle_f}{2\langle T_{\rm fl}\rangle}=\frac{2-f}{f^2}\cdot\frac{2d^2}{3}\cdot\frac{f\bar v}{2d}=\frac{2-f}{f}\,\frac{\bar vd}{3}.$$

One factor $1/f$ is lost because larger jumps also take longer. Ray tracing from random positions in the tube volume gives $D/(\bar vd)=0.4991$ at $f=0.8$ and 1.0027 at $f=0.5$, against 0.5000 and 1.0000 from the formula.

## Proposition: long flights

As $z\to\infty$,

$$P(|X|>z)\simeq\frac{\langle N^3\rangle d^3}{4z^3}.$$

*Proof.* For given $n$ and $\phi$, the condition $|X|>z$ means that the direction lies within $\alpha_0$ of either axial direction, with $\tan\alpha_0=nd\cos\phi/z$. The normalized distribution of $\alpha$ is $(2/\pi)\sin^2\alpha$. For small $\alpha_0$ the two ends contribute

$$\frac4\pi\int_0^{\alpha_0}\alpha^2\,d\alpha=\frac{4\alpha_0^3}{3\pi}\simeq\frac4{3\pi}\,\frac{n^3d^3\cos^3\phi}{z^3}.$$

The distribution of $\phi$ is $\tfrac12\cos\phi$, so $\langle\cos^3\phi\rangle=\tfrac12\int_{-\pi/2}^{\pi/2}\cos^4\phi\,d\phi=3\pi/16$. Multiplication and averaging over $n$ give the result. $\square$

The probability density of $|X|$ thus falls as $z^{-4}$. The second moment converges, but the fourth diverges, and direct sampling of $X^2$ has infinite variance. A particle calculation can instead draw $\alpha$ uniformly and give each flight the weight $2\sin^2\alpha$. For fixed $n$ the weighted square is then $2n^2d^2\cos^2\phi\cos^2\alpha$, which is bounded. The traced averages above for wall emission use this weight. At $f=0.8$ they give $P(|X|>30d)=3.20\times10^{-5}$, 4% below the asymptotic value $3.33\times10^{-5}$. The finite distance accounts for about 1% and sampling error for the rest.

## Remarks on where the ratio fails

**Shape.** In a square duct, specular reflection still preserves the axial velocity, but successive chords $c_i$ can differ. Since $\langle\cot^2\alpha\rangle=(2/\pi)\int_0^\pi\cos^2\alpha\,d\alpha=1$, the mean-square displacement is $\langle(\sum_i c_i)^2\rangle$. Specular motion preserves the cosine-law distribution of uniformly distributed wall encounters, so each chord has the same mean square. The Cauchy–Schwarz inequality then gives $\langle c_ic_j\rangle\le\langle c^2\rangle$, with equality in the circle. At $f=0.5$, with the side held fixed, ray tracing gives a ratio of 5.178 in the square duct; the circular formula gives 6.

**Angle-dependent scattering.** Let $f$ depend on $\cos\theta=\sin\alpha\cos\phi$, while diffuse emission still follows the cosine law. Lemma 1 still applies and this cosine is conserved throughout a flight. For each direction $N$ has the moments of Lemma 2, so

$$\langle X^2\rangle=\left\langle s^2\,\frac{2-f(\cos\theta)}{f(\cos\theta)^2}\right\rangle .$$

Inserting the mean of $f$ is not sufficient in general. Long segments have directions close to the axis and therefore graze the wall. If $f$ is lower there, the flights that already contribute most are extended further. If $f$ vanishes as $(\cos\theta)^p$ at grazing incidence, the integrand near $\alpha=0$ behaves as $\alpha^{-2p}$, and the mean square diverges for $p\ge1/2$. A positive lower bound on $f$ ensures that it is finite.

This rule is a test of sensitivity, not a model of a wall in equilibrium with the gas. Of an incoming cosine-law flux, the specular part leaves with the factor $1-f(\cos\theta)$ and the diffuse part with the factor $\langle f\rangle$, the cosine-law average. Their sum is not one at every angle unless $f$ is constant, so an isotropic gas would not remain isotropic.

## Example: a deep hole in atomic layer deposition

Take trimethylaluminium monomer, of mass 72.09 u, at 500 K in a hole 100 nm wide and 6000 nm deep. These dimensions are roughly those of memory channel holes. The value $f=0.8$ is illustrative, not a measured property of the surface.

The enhancement is $(2-0.8)/0.8^2=1.875$. In the fully diffuse tube $\langle X^2\rangle=\tfrac23(100)^2=6666.7\ \mathrm{nm^2}$, an rms displacement of 81.65 nm. With $f=0.8$ this becomes $1.875\times6666.7=12500\ \mathrm{nm^2}$, or 111.8 nm (1118 Å). A flight contains on average 1.25 segments.

The thermal energy is 0.0431 eV and the mean speed 383.2 m/s. The fully diffuse coefficient $\bar vd/3$ is 0.1277 cm²/s. Multiplication by $1.2/0.8=1.5$ gives 0.1916 cm²/s at the same diameter and temperature.

Real holes depart from the model in several ways, of unequal weight here:

- **Angular dependence.** With $f=0.6+0.3\cos\theta$, the average of $f$ over the directions of diffuse emission is still 0.8, because $\langle\cos\theta\rangle=2/3$ for the cosine law. Yet $\langle X^2\rangle$ rises by 41% relative to constant $f$. This is the largest change of $\langle X^2\rangle$ found here, but the angular law is assumed and, as noted above, its combination with cosine-law emission is not an equilibrium wall model. If the diffuse emission is also weighted by $f(\cos\theta)$, an isotropic gas stays isotropic, and the rise is about 22%.
- **Finite depth.** For starting points uniform along the hole, flights that would cross an end carry 14.1% of the infinite-tube $\langle X^2\rangle$. This is a measure of end effects, not a correction to $D$. The inverse-cube tail makes it considerable even though the depth is 60 diameters.
- **Gas collisions.** At a total pressure of 1 Torr, a rough collision diameter of 0.5 nm and a hard-sphere estimate for like molecules give a mean free path of about 47,000 nm. Flights interrupted by the gas would have carried 2.6% of $\langle X^2\rangle$.
- **Sticking.** The time $L^2/(2D)$ for diffusion through the depth $L$ contains $L^2\bar v/(2Dd)=3600$ wall encounters. Multiplied by a rough sticking probability of 0.001 per encounter, this gives 3.6, so a molecule that stayed in the hole for that time would probably react. Most molecules entering at the mouth leave again before they react. Before the wall saturates, a model of penetration therefore needs a reaction term, although sticking hardly changes a single flight of 1.25 segments.

The thermal wavelength, 0.0092 nm, is far below the hole diameter, so classical rays are adequate across the hole. Taper, which spoils the equality of successive chords, and wall roughness are not sized here. Dwell time on the wall leaves $\langle X^2\rangle$ unchanged but lengthens the time per flight and lowers $D$. For a real surface with $f$ closer to one than assumed here, the enhancement would be smaller; if $f$ is independent of angle, it approaches $1+3(1-f)$ as $f\to1$. The numerical output lists the main values.

## Computed values

```
Ray tracing, lengths in tube diameters d
f=1.0: <X^2>/d^2 traced 0.667, formula 0.667; mean path/d 1.000
f=0.8: <X^2>/d^2 traced 1.251, formula 1.250; mean path/d 1.249
f=0.5: <X^2>/d^2 traced 3.982, formula 4.000; mean path/d 2.000
f=0.2: <X^2>/d^2 traced 30.064, formula 30.000; mean path/d 5.012
f=0.5 ratio to fully diffuse, circle, traced: 5.968
f=0.5 ratio to fully diffuse, square duct, traced: 5.178
f=1.0: D/(mean speed*d) traced 0.3341, formula 0.3333
f=0.8: D/(mean speed*d) traced 0.4991, formula 0.5000
f=0.5: D/(mean speed*d) traced 1.0027, formula 1.0000
f=0.8: P(|X|>30d) traced 3.20e-05, asymptotic formula 3.33e-05
Example: trimethylaluminium monomer in a deep hole
diameter 100 nm, depth 6000 nm, f 0.8
temperature 500 K, total pressure 1.0 Torr
molecular mass 72.09 u
thermal energy 0.0431 eV
mean speed 383.2 m/s
enhancement (2-f)/f^2: 1.8750
mean segments per flight 1/f: 1.250
<X^2> fully diffuse 6666.7 nm^2
<X^2> at f=0.8 12500.0 nm^2
rms X fully diffuse 81.65 nm
rms X at f=0.8 111.80 nm = 1118.0 angstrom
D fully diffuse 0.1277 cm^2/s
D at f=0.8 0.1916 cm^2/s
Neglected effects for the example
share of <X^2> in flights crossing an end: 14.10 %
collision diameter, rough: 0.5 nm
gas mean free path 46617 nm
share of <X^2> in flights cut by gas: 2.59 %
angular f: grazing 0.6, normal 0.9, mean 0.800
change of <X^2> from angular f: 41.0 %
wall encounters in time depth^2/(2D): 3600
sticking probability, rough: 0.001 per encounter
encounters times sticking probability: 3.60
thermal wavelength 0.0092 nm
```
